# Subset Simulation of Missing Contacts: Unbiased Means and Starved Failure Routes

## A case simple enough to see through

Let $F_2\subset F_1$ be two sets of exposure states, where $F_2$ means that the contact hole fails to open. Draw $N$ independent exposures. Suppose $n_1$ lie in $F_1$ and $n_2$ of these also lie in $F_2$. Resample $N$ states uniformly from the $n_1$ survivors, and let the Markov move that should refresh them do nothing at all. The resampled population then has a mean fraction $n_2/n_1$ in $F_2$, so the product of the two survivor fractions has the conditional mean

$$\frac{n_1}{N}\,\frac{n_2}{n_1}=\frac{n_2}{N}.$$

Averaged over the first draw this is $P(F_2)$. The worst possible mixing has left the mean correct. But a nonzero answer requires a failure among the first $N$ draws, which has probability at most $NP(F_2)$. For $N=300$ and $P(F_2)=1.3\times10^{-6}$ that is $4\times10^{-4}$: nearly every run returns zero, and very rare runs return far too much.

So "bias from poor mixing" needs care. With levels fixed in advance, poor mixing does not shift the mean of the product estimator; it makes the typical run wrong. Shifts of the mean have other origins, treated below.

## Exposure model and reference value

Absorbed photons are taken as independent events, so the counts in disjoint resist zones are independent Poisson numbers. The hole is a uniformly lit column with two zones, a top skin of depth $h$ and the body below it, in a film of thickness $H$. With a mean number $I$ of incident photons and absorption coefficient $\alpha$, Beer's law gives the mean counts

$$\lambda_s=I(1-e^{-\alpha h}),\qquad \lambda_b=I(e^{-\alpha h}-e^{-\alpha H}).$$

The contact is missing if the skin stays insoluble, $n_s\le n_s^*$, or the body is too weakly exposed to develop through, $n_b\le n_b^*$. Independence gives

$$p=p_s+p_b-p_sp_b,\qquad p_z=P(n_z\le n_z^*).$$

The example uses 13.5 nm light (91.84 eV), a dose of 30 mJ/cm² at the hole, diameter 16 nm, $H=40$ nm, $h=5$ nm and $\alpha=5$ per µm. The dose is 20.39 photons/nm², and the area $\pi(8\ \mathrm{nm})^2=201\ \mathrm{nm}^2$ receives $I=4099$. With $\alpha h=0.025$ and $\alpha H=0.2$, the means are $\lambda_s=101.2$ and $\lambda_b=641.9$. Thresholds at 57 % and 80 % of these means, rounded down, are $n_s^*=57$ and $n_b^*=513$. Then

$$p=1.211\times10^{-6}+0.078\times10^{-6}=1.289\times10^{-6},$$

or 1.29 missing contacts per million. The skin route carries 94 % of it. This known value is what the simulation has to reproduce.

## A move made of photons

Keep each absorbed photon with probability $\rho$, then add fresh ones:

$$n'=\mathrm{Binomial}(n,\rho)+\mathrm{Poisson}((1-\rho)\lambda).$$

To see that this preserves the Poisson law, split $n$ into $k$ kept and $d$ deleted photons:

$$\frac{e^{-\lambda}\lambda^{k+d}}{(k+d)!}\,\frac{(k+d)!}{k!\,d!}\,\rho^k(1-\rho)^d
=\frac{e^{-\rho\lambda}(\rho\lambda)^k}{k!}\;\frac{e^{-(1-\rho)\lambda}[(1-\rho)\lambda]^d}{d!}.$$

Kept and deleted numbers are thus independent Poisson variables. Writing $n=k+d$ and $n'=k+a$, the added number $a$ has the same law as $d$ and is drawn independently of both $k$ and $d$. The pair $(n,n')$ is therefore symmetric under exchange, which is detailed balance, $\pi(n)T(n,n')=\pi(n')T(n',n)$.

Now reject any proposal that leaves $F_j$. For two different states inside $F_j$ the balance equation is unchanged, and a rejection leaves the state where it is. The move therefore preserves $\pi_j$, the exposure law conditioned on $F_j$. Updating skin and body in turn preserves it too, since each update does.

A finer voxel grid changes nothing here. Sums of binomial numbers with common $\rho$ are binomial, sums of Poisson numbers are Poisson, and the failure sets depend on zone totals. If all voxels of a zone are proposed together, the zone totals follow the same algorithm, so two integers per particle suffice.

## The product estimator and its mean

Fix $F=F_m\subset\dots\subset F_1\subset F_0$, with $F_0$ the set of all states. Then

$$P(F)=\prod_{j=1}^m p_j,\qquad p_j=P(F_j\mid F_{j-1}).$$

Generation $j$ consists of $X_i^{(j)}$, $i=1,\dots,N$. Let $n_j$ members of generation $j-1$ lie in $F_j$. The estimator is $\hat p=\prod_j\hat p_j$ with $\hat p_j=n_j/N$, and it is zero if a population dies out. For any bounded function $f$ define

$$\hat\gamma_j(f)=\Big(\prod_{k=1}^{j}\hat p_k\Big)\frac1N\sum_i f(X_i^{(j)}).$$

The claim is $E\hat\gamma_j(f)=E[f\,1_{F_j}]$. It holds for $j=0$, where the draws are independent. Assume it for $j-1$. Each new particle has a uniformly chosen surviving parent and is moved by a kernel $K_j$, so, given generation $j-1$,

$$E[\hat\gamma_j(f)\mid\cdot]=\Big(\prod_{k<j}\hat p_k\Big)\frac{n_j}{N}\,\frac1{n_j}\sum_i 1_{F_j}(X_i^{(j-1)})\,(K_jf)(X_i^{(j-1)})=\hat\gamma_{j-1}(1_{F_j}K_jf).$$

The survivor number cancels; with no survivors both sides vanish. Taking the mean, and using the assumption and then invariance,

$$E\hat\gamma_j(f)=E[1_{F_j}K_jf]=P(F_j)\,\pi_j(K_jf)=P(F_j)\,\pi_j(f)=E[1_{F_j}f].$$

Since $\hat p=\hat\gamma_{m-1}(1_{F_m})$, it follows that $E\hat p=P(F)$. Ergodicity was never used. What was used is that levels and kernels are fixed beforehand, that each kernel $K_j$ preserves $\pi_j$, that the first draws follow the true law, and that extinct runs count as zeros.

Choosing $f$ as the indicator of $n_s\le n_s^*$ shows that the skin part of the estimate has mean $p_s$. The remainder has mean $p_b(1-p_s)$. Each route is unbiased separately.

A seven-state model shows the unbiased total without sampling error. Its two routes have weights $(A_1,A_2,A_3)=(0.20,0.03,0.002)$ and $(B_1,B_2,B_3)=(0.02,0.02,0.028)$; a defect-free state has weight 0.70. The subscript is the deepest set containing the state, so $P(F_3)=0.03$. With moves that never connect the routes, averaging over all populations of three particles gives 0.030000.

## Scheme

```
input: cuts (cs[j], cb[j]), j = 1..m, non-increasing integers
       N particles, S sweeps, keep probability rho
draw N states (ns, nb) from the Poisson laws;  P = 1
for j = 1..m:
    alive = states with ns <= cs[j] or nb <= cb[j]
    P = P * |alive| / N
    record the number of alive states with ns <= cs[j]
    if alive is empty: return 0
    if j == m: return P
    replace the population by N uniform draws from alive
    repeat S times:
        propose ns by thinning; accept if still in F_j
        propose nb by thinning; accept if still in F_j
```

Integer cuts should be computed once and reused, so that rounding cannot alter the last threshold. Ties between counts then need no special rule.

## Scatter under ideal mixing

Suppose each generation were drawn independently from $\pi_j$. Then $n_j$ is binomial, and

$$E\hat p_j^2=p_j^2+\frac{p_j(1-p_j)}N.$$

The stages are independent as long as the run survives, and an extinct run contributes zero to both moments. Dividing by $P(F)^2$, with cv the standard deviation over the mean,

$$1+\mathrm{cv}^2=\prod_{j=1}^m\left[1+\frac{1-p_j}{Np_j}\right].$$

For the seven-state model $p_j=0.300,\,0.267,\,0.375$ and $N=3$. The factors are 1.778, 1.917 and 1.556, so cv $=\sqrt{4.30}=2.07$, which the full average over populations also gives.

For large $N$ and equal $p_j=q$, the number of levels is $m=\ln(1/p)/\ln(1/q)$ and $\mathrm{cv}^2\approx m(1-q)/(Nq)$. At fixed total $M=Nm$,

$$\mathrm{cv}^2\approx\frac{(\ln p)^2}{M}\,\frac{1-q}{q(\ln q)^2}.$$

Setting the logarithmic derivative of the last factor to zero gives $-1/(1-q)-1/q+2/[q\ln(1/q)]=0$, hence $\ln(1/q)=2(1-q)$ and $q\approx0.20$. The optimum is flat: the factor is 1.54 there and 1.70 at $q=0.1$. The gain over plain sampling, where $\mathrm{cv}^2\approx1/(Mp)$, is that $1/p$ has become $(\ln p)^2$. That gain depends on mixing.

## How a route starves

Two paths to the same final set were run with $N=300$, five sweeps, $\rho=0.95$ and seven levels. The first, the ratio path, lowers both cuts as a common multiple $g$ of the thresholds, from $g=1.20$ to 1. It looks natural but treats the routes unequally. At $g=1.20$ the skin route holds a share 0.0020 of the set; at $g=1.05$ it holds 0.21, and at $g=1$ it holds 0.94. The final answer depends on states that are almost absent early on.

The first population contains on average $300\times0.149\times0.0020\approx0.09$ states with $n_s\le68$, the first skin cut. Later discovery is still possible at the first levels, but it soon becomes hard. A body-low particle has a free skin count, which must fall below the cut by chance. Since $E[n'|n]=\rho n+(1-\rho)\lambda$, five free sweeps leave a correlation $0.95^5=0.77$ with the parent's count. Even for an equilibrated free skin, the chance of being below the cut at $g=1.05$ is $0.2138\times1.77\times10^{-5}=3.8\times10^{-6}$. The stage has $300\times5=1500$ particle-sweeps, so it would expect 0.006 such events.

In 600 runs, 47 ended with any skin-route failure, a fraction of 7.8 % with a standard error of 1.1 percentage points; a longer series gives about 9 %. The median estimate was $0.056\,p$, while the mean was $(1.08\pm0.21)\,p$, the error being one standard error. The skin and body parts had means $1.08\pm0.22$ and $1.04\pm0.03$ relative to their exact values. The largest estimate was $60\,p$.

A two-value caricature gives the scale of the scatter and about half of its variance. If a fraction $r$ of runs returns $p/r$ and the rest return zero, the mean is $p$ and

$$\mathrm{cv}^2=\frac{r(p/r)^2-p^2}{p^2}=\frac{1-r}{r}.$$

With $r=0.078$ this gives cv $=3.4$. The observed 4.7, which rests on 47 runs and settles nearer 4 in a longer series, is larger because the runs that find the skin also differ among themselves, with a cv of their own close to 1.

To isolate the cause, the same levels, population size and number of runs were used with independent exact draws from $\pi_j$ in place of resampling and thinning. The median became $0.93\,p$ and the cv 0.41, consistent with the ideal value of 0.41; with 600 runs the observed cv is itself uncertain by a few per cent. The failure is therefore one of mixing on this path, not of the level probabilities alone.

The second path measures progress from mean to threshold in each zone,

$$s_z=\frac{\lambda_z-n_z}{\lambda_z-n_z^*},$$

and takes the larger of the two. The skin share now runs from 0.59 to 0.94. With the thinning move, $N$, $\rho$ and sweeps unchanged, all 200 runs found the skin. The mean was $(1.00\pm0.04)\,p$ and the median $0.90\,p$. The chains still need not cross between routes; both routes are populated from the start. The cv of 0.54 against an ideal 0.385 shows that residual correlations still add to the variance; 200 runs give the size of the increase only roughly.

A median slightly below $p$ is expected even here. If $\ln\hat p$, a sum over stages, is nearly normal, the median is $p/\sqrt{1+\mathrm{cv}^2}$, which is $0.88\,p$ for cv $=0.54$.

## Biases that do shift the mean

**A chosen seed.** Suppose $p_{j+1}$ is estimated from one chain started at a convenient state $x_0\in F_j$, not at a state drawn from $\pi_j$. Let the chain be reversible on finitely many states, with eigenvalues $\lambda_k$ (here not photon means) and eigenfunctions $\phi_k$ orthonormal under $\pi_j$, and let $f=1_{F_{j+1}}$. Then

$$E f(X_t)=(K^tf)(x_0)=\sum_k\lambda_k^t\,\phi_k(x_0)\langle\phi_k,f\rangle.$$

The constant mode $k=0$ gives the wanted $p_{j+1}$. Averaging over $t=0,\dots,n-1$ and summing the geometric series gives, for a connected chain,

$$b_n=\sum_{k\ge1}\phi_k(x_0)\langle\phi_k,f\rangle\,\frac{1-\lambda_k^n}{n(1-\lambda_k)}.$$

Suppose two routes with conditional weights $w_A+w_B=1$ are weakly connected. The slow mode is nearly constant on each: $\sqrt{w_B/w_A}$ on $A$ and $-\sqrt{w_A/w_B}$ on $B$. This has zero mean and unit norm. With $f_A,f_B$ the averages of $f$ within each route, its coefficient for a seed in $A$ is

$$\sqrt{\frac{w_B}{w_A}}\,\sqrt{w_Aw_B}\,(f_A-f_B)=w_B(f_A-f_B)=f_A-(w_Af_A+w_Bf_B).$$

For $n$ long compared with relaxation inside a route but short compared with $\tau=1/(1-\lambda_1)$, where $\lambda_1$ belongs to the slow mode, the chain thus reports its own route's average. For $n\gg\tau$ the bias falls as $1/n$.

In the seven-state model, let neighbours within a route be proposed with probability 0.4 and $A_1,B_1$ be linked with probability $10^{-4}$, with Metropolis acceptance. Starting at $A_1$, the target is $P(F_2|F_1)=0.267$, the own-route value is 0.138, and $\tau=26\,300$ steps. The plateau bias is $-0.129$. After 1000 steps the bias is $-0.127$, or 48 % of the target. After 100 000 steps $n/\tau=3.80$, and the slow mode gives $-0.129(1-e^{-3.80})/3.80=-0.033$, the full result to this accuracy.

**Adaptive levels.** If the population chooses the next level, that choice is correlated with the survivor fraction, and the induction fails. In the seven-state model, take the deepest set still holding at least two of three particles, or the next set if none does. Perfect mixing then gives a mean of 0.0376, against 0.0300. The kernel above with the link between routes removed gives 0.0349 for one step per level and 0.0367 when each route is fully equilibrated. A frozen kernel gives no bias, because the opening cancellation holds whichever set is chosen. This bias is therefore not a measure of mixing. Its size for three particles says nothing quantitative about 300. A remedy is to choose levels in a pilot run, then freeze them for fresh runs.

**Processing of results.** Discarding zeros gives $E[\hat p\mid\hat p>0]=p/P(\hat p>0)$, which is too high if extinction can occur. Averaging logarithms is too low: with $\hat p=p(1+\epsilon)$ and small $\epsilon$, $E\ln\hat p\approx\ln p-\mathrm{cv}^2/2$. Logs may be used to avoid underflow, but the average must be taken over $\hat p$.

## Diagnosis and cost

Agreement between a few runs is weak evidence. The ratio-path runs that missed the skin had mean $0.062\,p$ and cv 0.65. Five of them would give a standard error of about 29 % of their mean while being low by a factor of 16. The chance that five runs all miss is $(1-r)^5$, about 0.6 to 0.7 given the sampling error of the fraction $r=0.078$; reducing it to 5 % takes roughly 30 to 45 runs.

The useful checks are these:

- Record the route census at every level. A route whose share grows steeply from a few particles is a warning.
- Compare the observed cv with the ideal formula, and the mean with the median. Both comparisons are blind to a route that no run has found.
- Repeat with a different path to the same final set. Where routes are known, simulate each with its own nested sets and combine them by inclusion and exclusion.

The progress score requires the zones to be known, and other count laws may need another score. Any score should keep a route that is important at the end from being nearly absent earlier. This alone is not enough: the moves must also refresh the states within each route.

A run costs $300(1+2\times5\times6)=18\,300$ initial draws and zone proposals. Plain sampling needs $(1-p)/(p\,\mathrm{cv}^2)=2.7\times10^6$ exposures for the progress path's observed cv, roughly 150 times as many. For the ratio path's observed cv of 4.7, itself uncertain because few runs found the skin, it needs only some $4\times10^4$, so starvation has consumed nearly all the gain. These are counts of draws, not run times, and they set a two-zone exposure against a one-zone proposal, so the ratios are fixed only to about a factor of two.

## What the number means for a resist

The optical values are rough ones for extreme-ultraviolet exposure of a chemically amplified resist; the 16 nm hole is on the small side. The solubility thresholds are model choices, so 1.3 per million is not a predicted defect rate. Real resists break the assumption that photon number alone decides solubility. If each photon yields a Poisson number of acids with mean 3, and the limits are tripled to match, $p$ rises 13-fold; limits one or two acids higher, which match the integer photon limits equally well, give 15- and 18-fold. A 2 % dose loss at fixed limits raises it 3.1-fold. If each photon makes so many acids that they act as a smooth cloud, a vertical spread of 2 nm, reflected at the top surface, lets the skin average over more photons: its effective count rises from 101 to about 130. With a single acid per photon, displaced at random, the skin count would stay Poisson and this averaging would be absent; a fixed small number of acids per photon lies in between. For the smooth cloud, replacing the blurred signal by a scaled Poisson number of equal mean and variance lowers the skin probability to a few per cent of its value; the exact figure depends on how the integer limit is carried over to a continuous signal. These changes were evaluated one at a time and should not be multiplied. Lateral blur, quencher noise and the image profile are not sized. The numerical output below lists the levels and estimates in full.

## Numbers as computed

```
wavelength 13.5 nm; photon energy 91.84 eV
dose 30.0 mJ/cm2; hole diameter 16.0 nm
film 40.0 nm; skin 5.0 nm; absorption 5.0 /um
photons per area 20.388 /nm2; incident 4099.3
mean absorbed: skin 101.21, body 641.86 photons
threshold fractions: skin 0.57, body 0.8
failure limits: skin 57, body 513 photons
exact skin-route probability 1.2106e-06
exact body-route probability 7.8343e-08
exact missing-contact probability 1.2889e-06
  = 1.289 per million contacts
particles 300; sweeps 5; photon keep probability 0.95
ratio path: level, skin cut, body cut, P(set), skin share
  1.200 68 615 1.491e-01 0.0020
  1.150 65 589 1.842e-02 0.0043
  1.110 63 569 1.861e-03 0.0163
  1.080 61 554 2.231e-04 0.0496
  1.050 59 538 1.769e-05 0.2138
  1.025 58 525 3.245e-06 0.6651
  1.000 57 513 1.289e-06 0.9392
progress path: level, skin cut, body cut, P(set), skin share
  0.300 87 603 1.425e-01 0.5895
  0.500 79 577 1.791e-02 0.7263
  0.630 73 560 2.514e-03 0.7914
  0.740 68 546 3.505e-04 0.8362
  0.840 64 533 5.470e-05 0.9011
  0.920 60 523 7.239e-06 0.9013
  1.000 57 513 1.289e-06 0.9392
estimates / exact: runs, mean, std error, median, cv
  ratio path, thinning: 600 1.081 0.206 0.056 4.674
  ratio path, exact draws: 600 1.025 0.017 0.934 0.407
  progress path, thinning: 200 0.999 0.038 0.902 0.541
ideal cv: ratio 0.407, progress 0.385
ratio path, skin part / exact 1.083 +- 0.219
ratio path, body part / exact 1.043 +- 0.030
runs finding skin route: ratio 0.078, progress 1.000
runs missing it: mean/exact 0.0620, cv 0.646
chance that 5 ratio runs all miss it 0.665
largest ratio-path estimate / exact 60.0
proposals and draws per run 18300; plain draws for progress cv 2.66e+06
7-state model: exact 0.030000, disconnected kernel mean 0.030000
adaptive mean: perfect 0.037551, disconnected 0.034929
7-state ideal cv, 3 particles 2.0737
seeded chain: target 0.2667, own route 0.1379, relaxation 26298 steps
seed bias: 1000 steps -0.1267, 100000 steps -0.0331; plateau -0.1287
with acid noise (3 acids/photon) p = 1.699e-05, factor 13.19
with 2% less dose p = 3.974e-06, factor 3.08
with 2.0 nm blur: skin signal 101.01, effective count 130.1
  estimated skin p = 4.82e-08, factor 0.0398
```
